# Density ripples of free electrons behind an infinite-wall surface, part 2

How does reflection at a metal film's surface change the electron density inside? In the simplest model, non-interacting electrons of mass \(m\) and charge \(-e\) move in a flat potential for \(z>0\), and an infinite wall at \(z=0\) turns them back. The surface is flat and large, both spin states are filled, and the temperature is zero. Gaussian units are used, and depth \(z\) is measured inward from the wall unless another origin is named.

The Fermi wave number is \(k_F\), with \(E_F=\hbar^2k_F^2/2m\), and \(k\) is the wave number normal to the surface. The density is

\[
n(z)=\frac{1}{2\pi^2}\int_0^{k_F}(k_F^2-k^2)\,(1-\cos2kz)\,dk. \tag{1}
\]

With \(x=2k_Fz\) and the bulk density \(n_0=k_F^3/3\pi^2\), this becomes

\[
J(x)=\frac{3(\sin x-x\cos x)}{x^3},\qquad
\frac{n(z)}{n_0}=1-J(2k_Fz). \tag{2}
\]

The numerator of \(J\) contains \(F=\sin x-x\cos x\). The relative ripple is \(\delta=n/n_0-1\). Its first and highest maximum lies at \(x=5.7635\), and for \(k_Fz\gg1\)

\[
\delta(z)\simeq\frac{3\cos(2k_Fz)}{4k_F^2z^2}. \tag{4}
\]

The leading amplitude, \(3/x^2\), thus follows an inverse-square law in depth.

The ions are replaced by a uniform positive background of density \(n_0\) that begins abruptly at depth \(d\). Neutrality requires

\[
d=\frac{3\pi}{8k_F}. \tag{7}
\]

For a film with infinite walls at \(z=0\) and \(z=L\), the levels are \(k_j=j\pi/L\) with \(j=1,2,3,\ldots\), and the density at fixed \(k_F\) is

\[
\frac{n(z)}{n_0}=\sum_{M=-\infty}^{\infty}\left[J(2k_FML)-J\big(2k_F(z+ML)\big)\right]. \tag{8}
\]

The terms with \(M=0\) give the single surface, and the others are images in the two walls. Fixed \(k_F\) means that the film shares a chemical potential with a reservoir.

The next questions ask what a real growing film changes, beginning with the height of the wall.

### (g) A wall of finite height

**Question.** Let the potential rise at \(z=0\) to \(V_0=E_F+W\), where \(W\) is the work function. What remains of the inverse-square law?

**Solution.** Put \(k_V^2=2mV_0/\hbar^2\) and \(\kappa^2=k_V^2-k^2\). Inside, the normal wave is \(\sin(kz+\eta)\). Outside it is proportional to \(e^{\kappa z}\), which decays towards negative \(z\). Continuity of the wave and of its slope requires \(k\cot\eta=\kappa\), so that

\[
\sin\eta=\frac{k}{k_V},\qquad \cos\eta=\frac{\kappa}{k_V},\qquad
\frac{d\eta}{dk}=\frac{1}{k_V\cos\eta}=\frac1\kappa .
\]

The weight of each wave must be found again, because part of it now lies outside. In a film with two such steps at distance \(L\), the levels obey \(kL+2\eta=j\pi\). Their density in \(k\) is \((L+2/\kappa)/\pi\). The integral of the squared wave has an inside part and two equal outside parts:

\[
\frac L2+\frac{\sin2\eta}{2k}+\frac{\sin^2\eta}{\kappa}
=\frac L2+\frac{\kappa}{k_V^2}+\frac{k^2}{\kappa k_V^2}
=\frac12\left(L+\frac2\kappa\right).
\]

The density of levels divided by this norm is \(2/\pi\), with no trace of the step. The only change inside the metal is therefore the phase \(\varphi(k)=2kz+2\eta(k)\):

\[
\delta=-\frac{3}{2k_F^3}\int_0^{k_F}g\cos\varphi\,dk,\qquad g=k_F^2-k^2 .
\]

Integrate by parts twice, with primes for derivatives in \(k\):

\[
\int_0^{k_F}g\cos\varphi\,dk=\left[\frac{g\sin\varphi}{\varphi'}\right]_0^{k_F}
+\left[\left(\frac g{\varphi'}\right)'\frac{\cos\varphi}{\varphi'}\right]_0^{k_F}+O(z^{-3}).
\]

The first bracket vanishes, since \(g(k_F)=0\) and \(\varphi(0)=0\). In the second, \((g/\varphi')'=g'/\varphi'-g\varphi''/\varphi'^2\). At \(k=0\) both terms vanish, because \(g'=-2k\) and \(\varphi''=2k/\kappa^3\). At \(k_F\) only \(g'/\varphi'=-2k_F/\varphi'\) is left. With \(\varphi'(k_F)=2(z+1/\kappa_F)\), the result is

\[
\delta\simeq\frac{3\cos(2k_Fz+2\eta_F)}{4k_F^2(z+1/\kappa_F)^2},
\qquad \kappa_F^2=\frac{2mW}{\hbar^2},\quad \sin^2\eta_F=\frac{E_F}{E_F+W}. \tag{9}
\]

The power and its coefficient survive. The phase changes, and the distance is counted from a plane \(1/\kappa_F\) outside the step. For \(W\to\infty\) both changes vanish. For a very small work function \(1/\kappa_F\) becomes long, and the law sets in only at depths well beyond it.

### (h) Temperature

**Question.** How does a temperature \(T\), with \(k_BT\ll E_F\), change the leading ripple at fixed chemical potential?

**Solution.** The Fermi function \(f\) is a superposition of sharp steps at energies \(E\), with weight \(-f'(E)\). The density of independent electrons is linear in the occupation, so the warm density is the average of zero-temperature densities over this weight. The weight is even about the chemical potential \(\mu\simeq E_F\) and has width of order \(k_BT\).

The amplitude varies little over that width, but the phase \(2kz\) need not. With \(dk/dE=k_F/2E_F\), an energy offset \(\epsilon\) changes the phase by \(b\epsilon\), where \(b=k_Fz/E_F\). The odd part of the average vanishes and the cosine is multiplied by

\[
G=\int_{-\infty}^{\infty}\frac{e^{y}}{(1+e^{y})^2}\,e^{i\beta y}\,dy,\qquad y=\frac{\epsilon}{k_BT},\quad\beta=bk_BT .
\]

Moving the path up by \(2\pi i\) multiplies the integrand by \(e^{-2\pi\beta}\), so \((1-e^{-2\pi\beta})G\) is \(2\pi i\) times the residue at \(y=i\pi\). With \(y=i\pi+v\), the integrand near the pole is \(-e^{-\pi\beta}(1+i\beta v)/v^2\), whose residue is \(-i\beta e^{-\pi\beta}\). Therefore

\[
G=\frac{2\pi\beta e^{-\pi\beta}}{1-e^{-2\pi\beta}}=\frac{u}{\sinh u},\qquad u=\pi\beta=\frac{\pi k_BT\,k_Fz}{E_F}. \tag{10}
\]

For \(u\ll1\) the inverse-square law stands. For \(u\gg1\) the factor tends to \(2ue^{-u}\), and the decay becomes exponential. At any temperature above zero, the power law is thus confined to a range of depths. The neglected curvature of the phase is of order \(k_Fz(k_BT/E_F)^2\), which must also be small.

### (i) Terraces left by growth

**Question.** Half of the surface is covered by one extra layer of height \(h\). Average the far ripple over a fixed plane below the surface.

**Solution.** Suppose the terraces are much wider than the depth, so that each acts as a flat infinite wall, and ignore scattering at their edges. The plane lies at depth \(z\) under the lower terraces and at \(z+h\) under the higher ones. For \(z\gg h\) the two amplitudes are nearly equal, and

\[
\frac12\left[\cos2k_Fz+\cos2k_F(z+h)\right]=\cos(k_Fh)\,\cos(2k_Fz+k_Fh).
\]

The amplitude of the averaged ripple is multiplied by \(|\cos k_Fh|\). The average is lowered because ripples of different phase are added. The ripple beneath each terrace is not weakened.

### (j) The electrostatics left out

**Question.** The density was found without its own electric field. Find the potential-energy step that this charge would produce, and estimate how strongly the metal screens a disturbance of wave number \(2k_F\).

**Solution.** Let \(n_+\) be the background density. Poisson's equation for the electron potential energy \(V\) is \(V''=4\pi e^2(n_+-n)\). The field vanishes at the wall and, by neutrality, deep inside, where \(V'\) falls as \(z^{-2}\). Integration by parts then gives

\[
V(\infty)-V(0)=-\int_0^\infty zV''dz=4\pi e^2n_0\left[\frac{d^2}{2}-\frac1{4k_F^2}\int_0^\infty xJ\,dx\right].
\]

With \(F=\sin x-x\cos x\) as before,

\[
\int_0^\infty xJ\,dx=3\int_0^\infty\frac{F}{x^2}dx=3\left[-\frac Fx-\cos x\right]_0^\infty=3\left[-\frac{\sin x}{x}\right]_0^\infty=3 .
\]

Using \(4\pi n_0/k_F^2=4k_F/3\pi\), the interior lies lower than the wall by

\[
\Delta V=\frac{4e^2k_F}{3\pi}\left(\frac34-\frac{9\pi^2}{128}\right). \tag{11}
\]

For the screening, apply a weak potential \(2U\cos\mathbf q\cdot\mathbf r\) to the bulk. To first order, a plane wave of energy \(E_{\mathbf k}\) acquires admixtures \(U/(E_{\mathbf k}-E_{\mathbf k\pm\mathbf q})\) of its neighbours. The sum over filled states and spins changes the density by \(-2U\chi\cos\mathbf q\cdot\mathbf r\), where

\[
\chi=4\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,\frac{1}{E_{\mathbf k+\mathbf q}-E_{\mathbf k}} .
\]

At \(q=2k_F\) the denominator is \(4E_F(1+ys)\), with \(y=k/k_F\) and \(s\) the cosine of the angle between \(\mathbf k\) and \(\mathbf q\). The integral over \(s\) gives a logarithm:

\[
\chi=\frac{k_F^3}{4\pi^2E_F}\int_0^1y\ln\frac{1+y}{1-y}\,dy=\frac{k_F^3}{4\pi^2E_F}.
\]

The integral is 1, as integration by parts with \((y^2-1)/2\) as the antiderivative of \(y\) shows. In the random-phase approximation, the electrons respond to the applied potential plus the Hartree potential of their own density change. The ratio of applied to total potential is

\[
\varepsilon(2k_F)=1+\frac{4\pi e^2}{4k_F^2}\chi=1+\frac{e^2k_F}{4\pi E_F}. \tag{12}
\]

This sizes the neglected response in the bulk. It has not been derived as a correction factor for the surface ripple. That correction would require a self-consistent calculation.

### (k) Numbers for an aluminium-like film

**Question.** Take 180 electrons per nm³, a work function of 4 eV, a growth temperature of 500 K, a terrace height of 0.23 nm and a film thickness of 5 nm. How large is the ripple, and which neglected effect matters most at a depth of 1 nm?

**Solution.** The Fermi wave number is \(k_F=(3\pi^2\times180)^{1/3}=17.47\ \mathrm{nm^{-1}}\), and \(E_F=11.6\) eV. The period is \(\pi/k_F=0.180\) nm. For the infinite wall the first maximum lies at \(5.7635/(2k_F)=0.165\) nm, and the background begins at \(d=0.067\) nm. Deeper inside, for a single surface with no second face, all ripples being relative to \(n_0\):

| \(z\) (nm) | \(\delta\) (%) | leading term (%) | amplitude \(3/x^2\) (%) |
|---|---|---|---|
| 0.5 | 0.240 | 0.184 | 0.983 |
| 1.0 | −0.226 | −0.229 | 0.246 |
| 2.0 | 0.0442 | 0.0448 | 0.0615 |
| 4.0 | 0.0008 | 0.0009 | 0.0154 |

The amplitude drops by four at each doubling of the depth, while \(\delta\) itself does not. At 4 nm the cosine happens to be near zero. The deeper rows do not describe the 5 nm film. There the plane at 4 nm lies 1 nm from the far face, and by symmetry it has the same \(\delta=-0.226\%\) as the plane at 1 nm, while at 2 nm equation (8) gives 0.031%. At 1 nm, \(x=34.94\), and the amplitude is \(180\times3/34.94^2=0.44\) electrons per nm³, or \(4.4\times10^{20}\ \mathrm{cm^{-3}}\).

The finite barrier gives \(1/\kappa_F=0.098\) nm. At 1 nm it multiplies the amplitude by \((1/1.098)^2=0.83\) and shifts the phase by \(2\eta_F=2.08\) rad. Quadrature of the full integral in part (g) gives \(\delta=+0.160\%\) instead of \(-0.226\%\), with the step held at the position of the wall. Most of this phase shift comes from the choice of origin. Electrons spill past the finite step, so neutrality puts the background edge only 0.013 nm inside it, instead of 0.067 nm inside the infinite wall. At 1 nm below the background edge, the ripple is about \(+0.2\%\) in both cases. The sign of the ripple at a given depth therefore has a meaning only when the origin is named.

For the temperature, \(k_BT=0.0431\) eV and \(u=\pi\times0.0431\times17.47/11.6=0.20\) at 1 nm. The thermal factor is 0.993, and \(u\) reaches 1 only at 4.9 nm, beyond the centre of the film, where \(u=0.51\). This factor counts only the smearing of the Fermi edge and leaves out scattering by lattice vibrations. For half-covered terraces \(k_Fh=4.02\), and the far amplitude is multiplied by 0.64. This factor is sensitive to \(h\): the layer spacings of a face-centred cubic lattice with three electrons per atom at this density, 0.234 nm for (111) and 0.203 nm for (100), give 0.58 and 0.92. At 1 nm this is a rough guide, since \(h\) is not very small compared with the depth. The second face, from (8) at fixed \(k_F\) and zero temperature, changes the density between 0.9 and 1.1 nm by at most 3.6% of the local ripple amplitude. This small value holds for infinite walls 5.00 nm apart. At 5.05 nm the change is about 16%, and near 5.04 nm, where a further level just reaches the Fermi energy, it rises to about 26%, because the phases of the image terms depend on the thickness. At 500 K the three values become about 4%, 14% and 17%. At zero temperature the change is about 13% if the 5 nm is the thickness of the positive background, and about 16% for finite steps 5 nm apart.

With \(e^2=1.44\) eV nm, \(e^2k_F=1.44\times17.47=25.2\) eV, and (12) gives \(\varepsilon(2k_F)=1+25.2/(4\pi\times11.6)=1.17\). The step (11) is then \((4\times25.2/3\pi)\times0.0560=0.60\) eV, about 5% of \(E_F\). The step alone does not size the effect on the ripple, since the potential also dips about 0.5 eV below its interior value near the surface. Solving the Schrödinger equation once in this potential, without self-consistency, lowers the amplitude near 1 nm by about 14% and changes the density between 0.9 and 1.1 nm by up to about 19% of the amplitude.

These parameters are rough values in the regime of aluminium, with three conduction electrons per atom. When depth is counted from the wall or the step, the finite barrier changes the local ripple at 1 nm most. With the step held at the position of the wall, it takes 17% off the amplitude and reverses the sign at this depth. With the edge of the positive background held fixed instead, it takes off less than a tenth and shifts the phase by less than 0.2 rad. The density between 0.9 and 1.1 nm then changes by up to 17% of the amplitude, which is no more than the estimate for the electrons' own field. Near 5.04 nm the second face exceeds this change at zero temperature and matches it at 500 K. A half-finished layer leaves the ripple beneath each terrace unchanged, but far below the surface it lowers the amplitude of the lateral average, by about a third for \(h=0.23\) nm. At 1 nm the reduction depends on which terrace the depth is measured from. The model also omits the ionic lattice, exchange and correlation, self-consistency and scattering by defects and lattice vibrations. Their effect was not computed, so the figures describe the model and are no forecast for a measured film.
